# Comment on placing the mixed potential midway between two equilibrium potentials

**The argument under review**

The argument concerns a metal surface in a plating bath, with no wire attached. Two redox couples exchange electrons with it. The anodic couple a supplies electrons: in electroless deposition it is a dissolved reductant, in displacement deposition the dissolving substrate. The cathodic couple c consists of the metal ions and their deposit. Their equilibrium potentials are $E_a$ and $E_c$, with $E_c>E_a$. The argument then runs as follows.

"No net current can flow to an isolated surface, so oxidation and reduction must balance. Each couple pulls the surface toward its own equilibrium potential. The pulls balance when the surface is equally far from both, so the mixed potential is $(E_a+E_c)/2$."

The first sentence is correct for the steady state. The last does not follow from it. What must balance is two currents, and the argument replaces them by two distances in potential. That is allowed only if equal distances produce equal currents, which is a statement about kinetics that the argument never makes. The questions to settle are where the currents do balance, and what the midpoint would require.

**Kinetics and conventions**

I use units with $e=k_B=1$, so that $T$ is the thermal energy and a potential difference is an energy per elementary charge. In the numbers, potentials are multiplied by the elementary charge and given in eV. Currents are counted in elementary charges per Å$^2$ per second. Anodic current, which brings electrons from the solution side into the metal, is positive.

Let both couples transfer one electron and obey the Butler–Volmer law, with fixed concentrations at the surface and no influence of one couple on the other. For $k=a,c$,

$$j_k(E)=i_k\left[e^{\alpha_k(E-E_k)/T}-e^{-(1-\alpha_k)(E-E_k)/T}\right],\qquad 0<\alpha_k<1. \tag{1}$$

Here $\alpha_k$ is the anodic transfer coefficient. The exchange current $i_k>0$ is the size of the two opposite currents that cancel at $E=E_k$. It measures how fast the couple works, whereas $E_k$ marks the potential at which its net current changes sign. The midpoint argument uses $E_a$ and $E_c$ but neither $i_a$ nor $i_c$.

Both couples act on the same area, so the total current density is $J=j_a+j_c$.

**The balance point exists, is unique and is reached**

Differentiating (1) gives

$$\frac{dj_k}{dE}=\frac{i_k}{T}\left[\alpha_k e^{\alpha_k(E-E_k)/T}+(1-\alpha_k)e^{-(1-\alpha_k)(E-E_k)/T}\right]>0,$$

so $J$ rises strictly with $E$. At $E_a$ the anodic couple contributes nothing and the cathodic couple, being below its own equilibrium potential, gives a negative current: $J(E_a)=j_c(E_a)<0$. In the same way $J(E_c)=j_a(E_c)>0$. Hence $J$ has one zero, the mixed potential $E_m$, and it lies strictly between $E_a$ and $E_c$. So far nothing favours the middle of that interval.

The surface goes to this zero because it stores charge. An anodic current brings in electrons and lowers the potential. With a constant capacitance $C$ per area,

$$C\frac{dE}{dt}=-J(E). \tag{2}$$

Below $E_m$ the current $J$ is negative and $E$ rises; above $E_m$ it falls. The capacitance enters only through $t/C$, so it sets the time taken and not the end point.

The end point is a steady state, not an equilibrium. Since $E_a<E_m<E_c$, the two partial currents there are $j_a>0$ and $j_c=-j_a<0$: the reductant is consumed and metal is deposited at a finite rate.

**What the midpoint would require**

Write $D=E_c-E_a$ and $M=(E_a+E_c)/2$. At $E=M$ we have $M-E_a=D/2$ and $M-E_c=-D/2$. Taking a common factor out of each bracket in (1) gives

$$j_a(M)=2i_a\,e^{(\alpha_a-1/2)D/2T}\sinh\frac{D}{4T},\qquad
j_c(M)=-2i_c\,e^{(1/2-\alpha_c)D/2T}\sinh\frac{D}{4T}.$$

For the first, the exponents $\alpha_aD/2T$ and $-(1-\alpha_a)D/2T$ are $(\alpha_a-\tfrac12)D/2T$ plus and minus $D/4T$. For the second, the exponents $-\alpha_cD/2T$ and $(1-\alpha_c)D/2T$ are $(\tfrac12-\alpha_c)D/2T$ minus and plus $D/4T$, which produces the negative sign. Because $J$ has a single zero, $E_m=M$ if and only if these two currents cancel, that is, if

$$\ln\frac{i_c}{i_a}=(\alpha_a+\alpha_c-1)\frac{D}{2T}. \tag{3}$$

If the left side is larger than the right, then $J(M)<0$ and $E_m$ lies above $M$; if it is smaller, $E_m$ lies below.

For symmetric kinetics, $\alpha_a=\alpha_c=1/2$, condition (3) becomes $i_a=i_c$. Any pair of unequal exchange currents is then a counterexample to the argument.

**A counterexample in numbers**

Take round model parameters: $T=0.025$ eV, $E_a=-0.30$ eV, $E_c=0.10$ eV, both transfer coefficients $1/2$, $i_a=10^{-5}$ and $i_c=10^{-3}$ Å$^{-2}$ s$^{-1}$. Then $D=0.40$ eV, $M=-0.10$ eV and $D/4T=4$. At the supposed mixed potential the currents are

$$j_a(M)=2i_a\sinh 4=5.46\times10^{-4},\qquad j_c(M)=-2i_c\sinh 4=-5.46\times10^{-2},$$

in Å$^{-2}$ s$^{-1}$. The distances are equal and the currents differ by the factor 100 between the exchange currents. The net current is $-5.40\times10^{-2}$ Å$^{-2}$ s$^{-1}$. The surface loses electrons, and by (2) its potential must rise.

**Solving the zero-current condition**

For $\alpha_k=1/2$ equation (1) reads $j_k=2i_k\sinh[(E-E_k)/2T]$. Setting $J=0$ and moving the cathodic term to the other side gives

$$i_a\sinh\frac{E_m-E_a}{2T}=i_c\sinh\frac{E_c-E_m}{2T}. \tag{4}$$

Measure the potential from the midpoint, $y=(E_m-M)/2T$, and let $h=D/4T$. Since $E_a=M-D/2$ and $E_c=M+D/2$, the two arguments are $h+y$ and $h-y$. The addition theorem turns (4) into

$$i_a(\sinh h\cosh y+\cosh h\sinh y)=i_c(\sinh h\cosh y-\cosh h\sinh y).$$

Collecting the terms with $\sinh y$ on the left,

$$(i_a+i_c)\cosh h\,\sinh y=(i_c-i_a)\sinh h\,\cosh y .$$

Division by $(i_a+i_c)\cosh h\cosh y$, with $r=i_c/i_a$, gives

$$\tanh\frac{E_m-M}{2T}=\frac{r-1}{r+1}\,\tanh\frac{D}{4T}. \tag{5}$$

The first factor on the right is smaller than 1 in size, so $|y|<h$ and $E_m$ stays inside the interval, as it must. Replacing $r$ by $1/r$ changes the sign of the right side, so exchanging the two exchange currents mirrors $E_m$ about $M$.

In the example the right side is $0.980198\times0.999329=0.97954$, whose inverse hyperbolic tangent is 2.286. Therefore

$$E_m=-0.10+2(0.025)(2.286)=0.0143\ \text{eV},$$

or $5.26\times10^{-4}$ hartree. The mixed potential lies 0.114 eV above the midpoint. It is 0.314 eV from $E_a$ and 0.086 eV from $E_c$: with symmetric kinetics, the couple with the smaller exchange current needs the larger overpotential to carry the same current. With the exchange currents swapped, the result is $-0.214$ eV.

A direct root search on (1) agrees with (5). So does integration of (2) with $C=0.0125$ charges per eV per Å$^2$: surfaces started at $E_a$, $M$ and $E_c$ are all at 0.0143 eV after 3 s. Starting from $M$, the potential after 0.01 s is $-0.069$ eV, or $-0.082$ eV if the capacitance is doubled; the final value is the same.

**The deposition current**

The midpoint argument also gives no usable plating rate, because at $M$ the two couples disagree about it. The rate is the common size $j_m$ of the partial currents at $E_m$. Let $u=(E_m-E_a)/2T$ and $d=D/2T$, so that the right-hand argument in (4) is $d-u$. Expanding $\sinh(d-u)$ and dividing by $\cosh u$,

$$i_a\tanh u=i_c(\sinh d-\cosh d\tanh u)
\quad\Rightarrow\quad
\tanh u=\frac{i_c\sinh d}{i_a+i_c\cosh d}.$$

From $\cosh^2u-\sinh^2u=1$ it follows that $\sinh u=\tanh u/\sqrt{1-\tanh^2u}$. The radicand that results is $(i_a+i_c\cosh d)^2-i_c^2\sinh^2d=i_a^2+i_c^2+2i_ai_c\cosh d$, and $j_m=2i_a\sinh u$ becomes

$$j_m=\frac{2i_ai_c\sinh d}{\sqrt{i_a^2+i_c^2+2i_ai_c\cosh d}}. \tag{6}$$

This is symmetric in $i_a$ and $i_c$. With both transfer coefficients equal to $1/2$, swapping the exchange currents moves the potential but leaves the rate unchanged; for general transfer coefficients the rate changes as well.

The example gives $j_m=5.37\times10^{-3}$ Å$^{-2}$ s$^{-1}$, or 8.60 µA cm$^{-2}$. The anodic current at $M$ is about a tenth of this and the cathodic current at $M$ about ten times as large. Their geometric mean comes close, for a reason visible in (6). With $\sinh d=2\sinh h\cosh h$ and $\cosh d=2\cosh^2h-1$,

$$j_m=2\sqrt{i_ai_c}\,\sinh h\left[1+\frac{(i_c-i_a)^2}{4i_ai_c\cosh^2h}\right]^{-1/2}.$$

The factor before the bracket is the geometric mean of the current sizes at $M$, here $5.46\times10^{-3}$ Å$^{-2}$ s$^{-1}$. The bracket lowers it by 1.6 per cent. The geometric mean is no longer a good estimate once $r$ or $1/r$ becomes comparable with $4\cosh^2h$, here about 3000.

**Close equilibrium potentials: a weighted mean**

The picture of two pulls has a sound core when $D\ll T$. Both overpotentials are then small compared with $T$, and to first order (1) becomes $j_k\approx i_k(E-E_k)/T$, because the coefficients $\alpha_k$ and $1-\alpha_k$ add up to 1. Setting the sum to zero,

$$E_m\approx\frac{i_aE_a+i_cE_c}{i_a+i_c}. \tag{7}$$

The pulls are now proportional to distance, like those of two springs, but the springs have stiffnesses $i_a$ and $i_c$. Even here, to this order, the midpoint needs equal exchange currents. For $D=0.002$ eV and $r=100$, both (7) and the full solution put $E_m$ 0.00098 eV above the midpoint, almost at $E_c$.

Formula (7) cannot in general be carried over to large gaps. With $D=0.40$ eV it would give 0.096 eV instead of 0.0143 eV. The partial currents grow exponentially there, so in this example a shift of less than $5T$ from the midpoint makes up for a factor of 100 between the exchange currents.

**Well separated potentials: the Tafel estimate**

For general transfer coefficients, take the dominant exponential out of each partial current. With $\eta_a=E_m-E_a$ and $\eta_c=E_c-E_m$, both positive, the balance $j_a=-j_c$ is

$$i_ae^{\alpha_a\eta_a/T}(1-e^{-\eta_a/T})=i_ce^{(1-\alpha_c)\eta_c/T}(1-e^{-\eta_c/T}).$$

Taking logarithms, multiplying by $T$ and solving for the $E_m$ in the exponents,

$$E_m=\frac{\alpha_aE_a+(1-\alpha_c)E_c+T\ln r}{\alpha_a+1-\alpha_c}+\frac{T}{\alpha_a+1-\alpha_c}\ln\frac{1-e^{-\eta_c/T}}{1-e^{-\eta_a/T}}. \tag{8}$$

The first term is the Tafel estimate. The second is its exact correction, due to the reverse reactions, and is small when both overpotentials are several $T$, provided that $\alpha_a+1-\alpha_c$ is not itself small. For $\alpha_k=1/2$ the estimate is $M+T\ln r$: each factor of ten in $r$ moves the estimate by $T\ln10$.

In the example the estimate is $-0.10+0.025\ln100=0.0151$ eV, which is 0.0008 eV too high. The difference comes from the reverse reaction of couple c, the dissolution of deposited metal: $\eta_c/T=3.4$ is only moderately large, while $\eta_a/T=12.6$ makes the other reverse reaction negligible.

The estimate worsens as $|\ln r|$ approaches $D/2T$, here 8, because one overpotential shrinks toward $T$ and the correction in (8) grows. Beyond that value $M+T\ln r$ leaves the interval between $E_a$ and $E_c$ altogether.

| $r$ | $E_m$ (eV) | Tafel (eV) |
|---|---|---|
| $10^{-4}$ | $-0.2935$ | $-0.3303$ |
| $1$ | $-0.1000$ | $-0.1000$ |
| $10^{2}$ | $0.0143$ | $0.0151$ |
| $10^{4}$ | $0.0935$ | $0.1303$ |
| $10^{6}$ | $0.0999$ | $0.2454$ |

The full solution saturates instead. As $r\to\infty$ the first factor in (5) tends to 1, so $y\to h$ and $E_m\to E_c$. The fast couple then holds the surface near its own equilibrium potential.

**Unequal exchange currents are not the whole criterion**

A correction that merely replaced "midway" by "midway if the exchange currents are equal" would still be too simple. By (3), equal exchange currents give the midpoint only if $\alpha_a+\alpha_c=1$.

Let $\alpha_a=0.3$, keep $\alpha_c=0.5$, and set $i_c=i_a$. The Tafel term in (8) is

$$\frac{0.3(-0.30)+0.5(0.10)}{0.8}=-0.050\ \text{eV},$$

and the root search gives $-0.0501$ eV, about 0.05 eV above the midpoint. The anodic current now rises less steeply with overpotential, so the anodic couple needs more of it.

Conversely, unequal exchange currents can restore the midpoint. Condition (3) asks for $\ln r=(0.3+0.5-1)\times8=-1.6$, or $r=0.202$. At that ratio the root search returns $-0.100$ eV. The slower cathodic couple compensates for the flatter anodic curve, but only at this value of $D/T$: with the exchange currents and transfer coefficients held fixed, any other value of $D/T$ would miss the midpoint.

**Range of the corrected analysis**

If the couples work on different areas $A_a$ and $A_c$ of one equipotential metal, the balance is $A_aj_a+A_cj_c=0$, and each $i_k$ in the formulas for $E_m$ is replaced by $A_ki_k$. This matters in displacement deposition: as the deposit covers the substrate, the area ratio changes and the mixed potential drifts, even if $E_a$ and $E_c$ stay fixed. The replacement also assumes that the solution is equipotential. The current between separate areas flows through the solution, and its ohmic drop must be small compared with $T$. Otherwise the two areas sit at different interfacial potentials, no single $E_m$ exists, and the rate is lower than the formulas give.

The formulas also assume that each couple transfers one electron. Copper and nickel ions, for example, take two electrons each when they are deposited as metal. The exponents in (1) then change, and (3)–(8) cannot in general be used as written.

If transport through the solution limits a partial current, or if one couple alters the kinetics of the other, (1) no longer holds, and neither do (3)–(8). The condition of zero net current remains, but it must be solved with the actual current curves. If a partial current falls with rising potential over some range, as when a surface film blocks the reaction, the proof of a single balance point also lapses.

The sentence in the argument that needs replacing is therefore the one about equal distances. The surface settles where the partial currents are equal and opposite, and finding that potential in general requires the kinetics of both couples. The numerical output below lists the values for the cases discussed.

## Computed results

```
thermal energy T: 0.025 eV
anodic equilibrium potential E_a: -0.30 eV
cathodic equilibrium potential E_c: 0.10 eV
gap D: 0.40 eV; midpoint M: -0.10 eV
exchange current i_a: 1.0e-05 charges/(angstrom^2 s)
exchange current i_c: 1.0e-03 charges/(angstrom^2 s)
ratio r = i_c/i_a: 100 (no unit)
tanh(D/4T): 0.999329 (no unit)
(r-1)/(r+1): 0.980198 (no unit)
mixed potential, root search: 0.014304 eV
mixed potential, closed form: 0.014304 eV
mixed potential, converted: 0.000526 hartree
shift from midpoint: 0.114304 eV
anodic overpotential E_m-E_a: 0.314304 eV
cathodic overpotential size E_c-E_m: 0.085696 eV
deposition current, from root: 5.3705e-03 charges/(angstrom^2 s)
deposition current, closed form: 5.3705e-03 charges/(angstrom^2 s)
deposition current, converted: 8.604 microampere/cm^2
anodic current at midpoint: 5.4580e-04 charges/(angstrom^2 s)
cathodic current at midpoint: -5.4580e-02 charges/(angstrom^2 s)
net current at midpoint: -5.4034e-02 charges/(angstrom^2 s)
mixed potential, i_a and i_c exchanged: -0.214304 eV
capacitance C: 0.0125 charges/(eV angstrom^2)
floating surface: start -0.30 eV, after 3 s 0.014304 eV
floating surface: start -0.10 eV, after 3 s 0.014304 eV
floating surface: start 0.10 eV, after 3 s 0.014304 eV
start at M, after 0.01 s, capacitance C: -0.0691 eV
start at M, after 0.01 s, capacitance 2C: -0.0821 eV
start at M, after 6 s, capacitance 2C: 0.014304 eV
r = 1e-04: E_m -0.29348 eV, Tafel -0.33026 eV
r = 1e-02: E_m -0.21430 eV, Tafel -0.21513 eV
r = 1e+00: E_m -0.10000 eV, Tafel -0.10000 eV
r = 1e+02: E_m 0.01430 eV, Tafel 0.01513 eV
r = 1e+04: E_m 0.09348 eV, Tafel 0.13026 eV
r = 1e+06: E_m 0.09993 eV, Tafel 0.24539 eV
Tafel estimate, main case: 0.015129 eV
exact minus Tafel, main case: -0.000825 eV
small gap: 0.002 eV
small gap, E_m minus M: 0.00098019 eV
small gap, weighted mean minus M: 0.00098020 eV
weighted mean misused at full gap: 0.096040 eV
skewed anodic transfer coefficient: 0.3 (no unit)
skewed, equal exchange currents, E_m: -0.050076 eV
skewed, equal exchange currents, Tafel: -0.050000 eV
skewed, ratio r that gives midpoint: 0.201897 (no unit)
skewed, E_m at that ratio: -0.100000 eV
```
